Exact Finite-Difference s Levels of Hydrogen and Richardson Extrapolation

**Q.** You compute hydrogen s levels on a uniform radial grid and then extrapolate as if the error contained h², h⁴, h⁶ and nothing else. The Coulomb potential is singular at the origin, just where the grid begins. Why should I believe that no odd power of h enters? Start by saying which equation you solve.

**A.** I use Hartree atomic units, a fixed nucleus of charge 1 and no relativity. For an s wave with radial function R(r), set u(r) = r R(r). Then

-½ u'' - u/r = E u, u(0) = 0.

The grid points are r_j = jh with j = 1, 2, 3, ..., and for now there is no outer wall. Replacing u'' by the three-point second difference gives

-(u_{j+1} - 2u_j + u_{j-1})/(2h²) - u_j/(jh) = E u_j, u_0 = 0.

The potential is never evaluated at r = 0. A bound state is a solution with E < 0 and a finite sum Σ u_j². Your doubt can be settled by solving this difference equation itself, without assuming that h is small.

**Q.** A recursion with a coefficient 1/j does not look solvable. What do you do with it?

**A.** Multiply by -2h² and collect the terms proportional to u_j without the potential on the right:

u_{j+1} + u_{j-1} + (2h/j) u_j = 2(1 - h²E) u_j.

Since E < 0, the bracket exceeds 1, so there is a unique κ > 0 with

cosh κ = 1 - h²E.

Without the 1/j term the recursion has solutions e^{κj} and e^{-κj}. Far from the nucleus that term changes them only by factors that vary as a power of j, so κ is still the decay constant per grid step. To remove the denominator, write u_j = j v_j:

(j+1)v_{j+1} + (j-1)v_{j-1} + 2h v_j = 2j cosh κ v_j, j ≥ 1.

The coefficients are now linear in j, and a factor j becomes a derivative in a generating function

F(z) = Σ v_j z^j, summed from j = 0.

**Q.** You have introduced v_0, but u_0 = 0 · v_0 says nothing about it. Is that a hidden boundary condition?

**A.** No. At j = 1 the term containing v_0 has the factor j - 1 = 0, so v_0 does not affect the solution on the grid. I may choose it to make the recursion hold at j = 0 as well, with v_{-1} = 0. That requires

v_1 + 2h v_0 = 0.

Now multiply the recursion by z^j and sum from j = 0. The three sums needed are

Σ (j+1)v_{j+1} z^j = F',
Σ (j-1)v_{j-1} z^j = Σ k v_k z^{k+1} = z²F',
Σ j v_j z^j = zF'.

In the second line k = j - 1. The result is a first-order differential equation:

(1 - 2z cosh κ + z²) F' = -2h F.

**Q.** Solve it, and show me where the sign of the exponent comes from.

**A.** The quadratic factorizes as (z - e^κ)(z - e^{-κ}), because its roots have sum 2 cosh κ and product 1. Their difference is 2 sinh κ, so

1/[(z - e^κ)(z - e^{-κ})] = [1/(z - e^κ) - 1/(z - e^{-κ})]/(2 sinh κ).

Multiplication by -2h reverses the order of the two fractions:

F'/F = ν [1/(z - e^{-κ}) - 1/(z - e^κ)], ν = h/sinh κ > 0.

Integrating, and fixing the constant by F(0) = v_0, gives

F(z) = v_0 [(1 - z e^κ)/(1 - z e^{-κ})]^ν.

The numerator vanishes at z = e^{-κ}, inside the unit circle. The denominator vanishes at z = e^κ, outside it.

**Q.** So far every negative energy has a solution. What selects the levels?

**A.** Normalizability. If Σ u_j² is finite, then u_j tends to zero, the v_j are bounded, and the power series F is analytic for |z| < 1. The point z = e^{-κ} lies in that disk. For an analytic function that is not identically zero, the residue of F'/F at a point is the order of its zero there, which is an integer. Here the residue is ν, and ν > 0. Therefore

ν = n, n = 1, 2, 3, ...

F cannot vanish identically for a nontrivial solution: v_0 = 0 would imply v_1 = 0, and then the recursion would make every v_j zero.

If ν is not an integer, F has a branch point at z = e^{-κ}. Its radius of convergence is then e^{-κ}, so the coefficients grow at the exponential rate e^{κj}. This is the discrete form of the growing solution that one rejects in the continuum.

**Q.** You have shown that an integer ν is necessary. Is it sufficient?

**A.** Yes, and the proof also gives the wave functions. Put w = z e^{-κ}. Then 1 - z e^κ = 1 - e^{2κ}w = e^{2κ}(1 - w) + 1 - e^{2κ}, so

F/v_0 = [e^{2κ} + (1 - e^{2κ})/(1 - w)]^n.

Expand the n-th power with the binomial theorem. It is a sum of terms (1 - w)^{-m} with m = 0, ..., n. For m ≥ 1 the coefficient of w^j in such a term is

(j+1)(j+2)···(j+m-1)/(m-1)!,

a polynomial in j of degree m - 1, equal to 1 for m = 1. The term m = 0 contributes at j = 0 alone. Hence, for j ≥ 1, v_j is e^{-κj} times a polynomial of degree n - 1, and Σ u_j² converges.

For n = 1 this gives u_j ∝ j e^{-κj}. For n = 2 the polynomial is

2e^{2κ}(1 - e^{2κ}) + (1 - e^{2κ})²(j+1)
= (1 - e^{2κ})[(1 + e^{2κ}) - j(e^{2κ} - 1)].

Dividing by constants and using (e^{2κ} - 1)/(e^{2κ} + 1) = tanh κ, we get

u_j ∝ j(1 - j tanh κ)e^{-κj}.

Each state has its own κ. As h → 0 at fixed r = jh, sinh κ = h/n gives κ ≈ h/n, and the two functions become r e^{-r} and r(1 - r/2)e^{-r/2}, the continuum 1s and 2s functions up to normalization.

**Q.** Then state the energy.

**A.** From sinh κ = h/n we have cosh κ = sqrt(1 + h²/n²), with the positive root because cosh κ > 1. Since E = (1 - cosh κ)/h²,

E_n(h) = -(sqrt(1 + h²/n²) - 1)/h².

There is one such level for each positive integer n and every h > 0: n fixes κ, and u_1 fixes the whole solution through the recursion. Multiplying numerator and denominator by sqrt(1 + h²/n²) + 1 gives an equivalent form without cancellation at small h:

E_n(h) = -1/[n²(1 + sqrt(1 + h²/n²))].

At h = 0 this is -1/(2n²). For h > 0 the denominator is larger, so each grid level lies above its continuum value.

**Q.** You say every h. What could this mean on a grid much coarser than the atom?

**A.** It is a poor hydrogen atom but a well-defined matrix problem. For h ≫ n, expanding the square root for large h/n gives

E_n(h) ≈ 1/h² - 1/(nh) - n/(2h³).

The first two terms are the diagonal matrix element at site j = n. Under the stronger condition h ≫ n², the n-th state sits mainly on the n-th grid point, and the third term is the second-order effect of hopping to the neighbours. The hopping element is -1/(2h²). The diagonal energy of site n minus that of site n+1 is -1/[hn(n+1)]; minus that of site n-1 it is +1/[hn(n-1)]. The admixture of each neighbour is the hopping element divided by these differences, n(n+1)/(2h) and n(n-1)/(2h) in magnitude. This is small only for h ≫ n²; for smaller h the state spreads over several sites. The second-order shift is

(1/(4h⁴)) [-hn(n+1) + hn(n-1)] = -n/(2h³),

as the formula requires. For n = 1 there is no inner neighbour, and the second term in the bracket is correctly zero.

**Q.** Back to small h. Where is the promise about even powers?

**A.** The step enters E_n(h) through h² alone. With x = h²/n², use

sqrt(1 + x) = 1 + x/2 - x²/8 + x³/16 - 5x⁴/128 + ...

Subtract 1, divide by h² and change the sign:

E_n(h) = -1/(2n²) + h²/(8n⁴) - h⁴/(16n⁶) + 5h⁶/(128n⁸) - ...

The square root has a branch point at x = -1, so the series converges for h < n and diverges for h > n. For 1s, forty terms at h = 0.8 bohr reproduce the matrix energy to about 10⁻¹¹ hartree. At h = 1.5 bohr they miss it by about 4 × 10¹⁰ hartree, although the closed form remains valid there.

As an independent check, I fitted matrix energies at ten steps from 0.04 to 0.40 bohr with a polynomial of degree nine that was free to contain odd powers. The coefficients of h and h³ came out as zero to within about 10⁻⁵ in atomic units, while those of h² and h⁴ were 0.12500 and -0.06245. The fit supports the claim; the closed form proves it.

**Q.** The sign of the h² term bothers me. On a grid, a plane wave of wave number k has kinetic energy (1 - cos kh)/h², which is k²/2 - h²k⁴/24 to this order. That is too low. Why is your bound level too high?

**A.** Because the Coulomb singularity gives u a nonzero second derivative at r = 0, and this adds a boundary term that the plane-wave estimate lacks. Taylor expansion of the second difference gives u'' + h²u''''/12 + O(h⁴). The continuum function u, sampled on the grid, therefore satisfies the grid equation with an extra term -(h²/24)u''''. Let w_j be the grid eigenvector with energy E_n(h), and E the continuum energy. Multiply by w_j and sum. The grid matrix is symmetric, so it may act on w instead, and

[E_n(h) - E] Σ w_j u_j = -(h²/24) Σ w_j u''''(r_j) + O(h⁴),

where the sums carry a common factor h, so that they tend to integrals. As h → 0, w tends to u, and the leading shift is

ΔE = -(h²/24) ∫u u'''' dr / ∫u² dr.

The plane-wave argument amounts to replacing ∫u u'''' by ∫(u'')². Integrating by parts twice, with u(0) = 0 and decay at infinity, gives instead

∫u u'''' dr = u'(0)u''(0) + ∫(u'')² dr.

For 1s take u = r e^{-r}. Then u'' = (r - 2)e^{-r} and u'''' = (r - 4)e^{-r}. With ∫r²e^{-2r}dr = ∫r e^{-2r}dr = 1/4 and ∫e^{-2r}dr = 1/2,

∫u² dr = 1/4,
∫(u'')² dr = 1/4 - 1 + 2 = 5/4,
u'(0)u''(0) = 1 · (-2) = -2.

Divided by the norm, the two parts are 5 and -8, with sum -3. Thus ΔE = +h²/8. Without the boundary term one would get -5h²/24, with the wrong sign. The boundary term comes from the Coulomb cusp: near the origin u'' = -2u/r - 2Eu, so u''(0) = -2u'(0). With a potential that stays finite at the origin, u''(0) would be zero and the boundary term would vanish. Symbolic integration for n = 1, 2 and 3 confirms ΔE = h²/(8n⁴).

**Q.** So the singularity does matter, but it changes the coefficient and not the power. How exactly does extrapolation use the missing odd powers?

**A.** Write the energy as E_0 + ah² + bh⁴ + ch⁶ + ... and combine two grids:

R1(h) = [4E(h/2) - E(h)]/3.

The coefficient of a is (4/4 - 1)/3 = 0. That of b is (4/16 - 1)/3 = -1/4, and that of c is (4/64 - 1)/3 = -5/16. With b = -1/(16n⁶) and c = 5/(128n⁸),

R1(h) = -1/(2n²) + h⁴/(64n⁶) - 25h⁶/(2048n⁸) + ...

The next combination removes h⁴:

R2(h) = [16R1(h/2) - R1(h)]/15.

It multiplies the h⁶ term by (16/64 - 1)/15 = -1/20, hence

R2(h) = -1/(2n²) + 5h⁶/(8192n⁸) + ...

The weight 16 is right because h⁴ follows h². Had there been an h³ term, R1 would have kept -1/6 of it, and the second stage would have multiplied that by (16/8 - 1)/15 = 1/15 instead of removing it. The error would then have remained of third order.

**Q.** Show me numbers, starting from matrices and not from your formula.

**A.** Take 1s with steps of 0.4, 0.2 and 0.1 bohr and a wall at 60 bohr. Diagonalization gives, in hartree,

E(0.4) = -0.481456009,
E(0.2) = -0.495097568,
E(0.1) = -0.498756211.

The closed form gives the same digits. At h = 0.4, for example, it is -1/(1 + sqrt(1.16)) = -0.481456. The errors relative to the continuum value -1/2 are 1.854 × 10⁻², 4.902 × 10⁻³ and 1.244 × 10⁻³ hartree. Successive ratios are 3.78 and 3.94, approaching the factor 4 of a leading h² error. The first stage is

R1(0.4) = [4(-0.495097568) + 0.481456009]/3 = -0.499644754,
R1(0.2) = [4(-0.498756211) + 0.495097568]/3 = -0.499975759,

and the second is

R2(0.4) = [16(-0.499975759) + 0.499644754]/15 = -0.499997826.

The error of R1(0.4) is 3.55 × 10⁻⁴ hartree, against the leading estimate 4.00 × 10⁻⁴. The next term, -25h⁶/2048 = -0.50 × 10⁻⁴, brings the estimate to 3.50 × 10⁻⁴. R2 is off by 2.17 × 10⁻⁶ hartree, or 5.9 × 10⁻⁵ eV, whereas the finest single grid is off by 0.034 eV. The extrapolated energy is -13.6056 eV, against -13.6057 eV for the continuum limit of the same fixed-nucleus, nonrelativistic model; these digits measure the discretization error and do not describe the real atom.

The 2s level is less demanding in absolute terms. At h = 0.4 bohr its energy is -0.123774 hartree, an error of 1.23 × 10⁻³ relative to -1/8. The leading term h²/(8n⁴) = 0.16/128 gives 1.25 × 10⁻³.

**Q.** Your matrices end at a wall, while your proof has none. Could extrapolation hide an error from the wall?

**A.** It can. At 60 bohr the 1s function is so small that the matrix energies agree with the wall-free formula to better than 10⁻¹¹ hartree. Now move the wall to 4 bohr and use steps of 0.2, 0.1 and 0.05 bohr. The second stage gives -0.4832653 hartree. That is the continuum energy of an atom confined by the same wall, found separately from the zero of the regular Coulomb solution at 4 bohr. It lies 0.0167 hartree above the free atom, and refining h does not reduce this difference. The radius must be converged separately. The proof of even powers given here does not cover the confined problem; for that case I have this numerical agreement and no more.

**Q.** May I carry the result over to p states or to another nuclear charge?

**A.** To another charge Z > 0, yes. The potential term in the recursion becomes 2Zh/j, so ν = Zh/sinh κ and

E_n(h) = -(sqrt(1 + Z²h²/n²) - 1)/h².

The relative error depends only on Zh/n, so a step proportional to 1/Z keeps it fixed. The error in hartree then still grows as Z². Its leading term is Z⁴h²/(8n⁴), so holding that term fixed requires a step proportional to 1/Z².

For angular momentum ℓ > 0 this proof does not apply. The centrifugal term adds -ℓ(ℓ+1)v_j/j to the left side of the recursion for v_j. Its coefficient is no longer linear in j, and the generating function no longer obeys the first-order equation on which the solution rests. A nonuniform grid or a different difference formula also changes the recursion. In those cases the powers of h in the error need their own derivation. The numerical output below covers only s states with Z = 1 on uniform grids.

Calculated quantities

```
max |matrix - formula|, n=1-4, h=0.1-5: 1.5e-14 hartree
n=1, h=0.4 bohr: kappa = 0.390035, kappa/h = 0.975088 1/bohr
n=2, h=0.4 bohr: kappa = 0.198690, kappa/h = 0.496725 1/bohr
recursion test: kappa = 0.30, e^kappa = 1.3499, e^-kappa = 0.7408
  nu = 1.5: u[201]/u[200] = 1.3396
  nu = 2.0: u[201]/u[200] = 0.7483
  nu = 3.0: u[201]/u[200] = 0.7522
1s fit to matrix energies, all powers allowed (hartree/bohr^p):
  coefficient of h^0: -0.50000
  coefficient of h^1: -0.00000
  coefficient of h^2: +0.12500
  coefficient of h^3: -0.00001
  coefficient of h^4: -0.06245
1s h^2 coefficient: 1/8; without boundary term: -5/24
1s boundary term u'(0)u''(0), normalized u: -8
1s series, 40 terms, h=0.8 bohr: error 1.2e-11 hartree
1s series, 40 terms, h=1.5 bohr: error 4.2e+10 hartree
1s example (energies in hartree, h in bohr, wall at 60 bohr):
  h=0.4: matrix -0.481456009, formula -0.481456009, error 1.854e-02
  h=0.2: matrix -0.495097568, formula -0.495097568, error 4.902e-03
  h=0.1: matrix -0.498756211, formula -0.498756211, error 1.244e-03
  R1(0.4) = -0.499644754, error 3.552e-04, leading estimate 4.000e-04
  R1(0.2) = -0.499975759, error 2.424e-05, leading estimate 2.500e-05
  R2(0.4) = -0.499997826, error 2.174e-06, leading estimate 2.500e-06
  R2(0.4) = -13.60563 eV, continuum -13.60569 eV (fixed nucleus)
  error in eV: h=0.1 raw 3.385e-02, R2 5.916e-05
2s, h=0.4 bohr: matrix -0.123774392, formula -0.123774392 hartree
wall at 4 bohr, h=0.2,0.1,0.05: R2 = -0.4832653 hartree
  continuum atom with the same wall: -0.4832653 hartree
```
